# Exchange-correlation matrices from first derivatives: GGA and tau-dependent functionals on grids: test program

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for E = sum_g w_g f(rho, sigma, tau) on a fixed grid, the
symmetric matrix V with dE = Tr(V dP) is a matrix product plus its transpose,
    V = Phi^T Z + Z^T Phi   (summed over batches of grid points),
Phi = stacked (chi, d_x chi, d_y chi, d_z chi),
Z   = stacked (w [f_rho chi / 2 + 2 f_sigma grad rho . grad chi],
               w f_tau d_k chi / 4).
chi: real basis functions; P: density matrix; w: quadrature weights;
sigma = |grad rho|^2; tau = (1/2) sum P grad chi . grad chi;
f_rho, f_sigma, f_tau: partial derivatives of the energy density f.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh, expm
from pyscf import gto, scf
from pyscf.dft import gen_grid, libxc, numint

PBE = "GGA_X_PBE,GGA_C_PBE"
TPSS = "MGGA_X_TPSS,MGGA_C_TPSS"
rng = np.random.default_rng(7)


def make_grid(mol, n_radial, n_angular):
    grid = gen_grid.Grids(mol)
    grid.atom_grid = {mol.atom_symbol(i): (n_radial, n_angular)
                      for i in range(mol.natm)}
    grid.prune = None
    grid.build()
    used = grid.weights != 0
    return grid, grid.coords[used], grid.weights[used]


def densities(phi, P):
    q = phi[:4] @ P
    rho = np.einsum("nm,nm->n", phi[0], q[0])
    grad = 2 * np.einsum("knm,nm->kn", phi[1:4], q[0])
    tau = 0.5 * np.einsum("knm,knm->n", phi[1:4], q[1:4])
    return rho, grad, tau


def input_rows(xc, rho, grad, tau):
    rows = [rho[None], grad]
    if libxc.xc_type(xc) == "MGGA":
        rows += [np.zeros_like(rho)[None], tau[None]]  # unused Laplacian row
    return np.vstack(rows)


def functional(xc, rho, grad, tau):
    rows = input_rows(xc, rho, grad, tau)
    e, v = libxc.eval_xc(xc, rows, spin=0, deriv=1)[:2]
    f_tau = v[3] if libxc.xc_type(xc) == "MGGA" else np.zeros_like(rho)
    return rho * e, v[0], v[1], f_tau


def xc_matrix(mol, coords, weights, P, xc, batch=4000, cutoff=0.0,
              parts=(1, 1, 1)):
    """Energy, matrix, electron number, multiplications in the products.
    parts switches the rho, sigma and tau contributions on or off."""
    V = np.zeros_like(P)
    energy = electrons = 0.0
    work = 0
    for start in range(0, len(weights), batch):
        w = weights[start:start + batch]
        phi = numint.eval_ao(mol, coords[start:start + batch], deriv=1)
        keep = np.where(np.abs(phi).max(axis=(0, 1)) > cutoff)[0]
        m = len(keep)
        if m == 0:
            continue
        phi = np.ascontiguousarray(phi[:, :, keep])
        block = np.ix_(keep, keep)
        rho, grad, tau = densities(phi, P[block])
        f, f_rho, f_sigma, f_tau = functional(xc, rho, grad, tau)
        Z = np.empty_like(phi)
        Z[0] = (0.5 * parts[0] * w * f_rho)[:, None] * phi[0]
        Z[0] += np.einsum("kn,knm->nm", 2 * parts[1] * w * f_sigma * grad,
                          phi[1:])
        Z[1:] = (0.25 * parts[2] * w * f_tau)[None, :, None] * phi[1:]
        half = phi.reshape(-1, m).T @ Z.reshape(-1, m)
        V[block] += half + half.T
        energy += w @ f
        electrons += w @ rho
        work += 4 * len(w) * m * m
    return energy, V, electrons, work


def potential_form_gga(mol, coords, weights, P, xc):
    """Matrix of v = f_rho - 2 div(f_sigma grad rho), second derivatives."""
    phi = numint.eval_ao(mol, coords, deriv=2)
    rho, grad, tau = densities(phi, P)
    q = phi[:4] @ P
    hess = np.zeros((3, 3, len(rho)))
    pairs = [(0, 0), (0, 1), (0, 2), (1, 1), (1, 2), (2, 2)]
    for index, (i, j) in enumerate(pairs):
        h = 2 * (np.einsum("nm,nm->n", phi[4 + index], q[0])
                 + np.einsum("nm,nm->n", phi[1 + i], q[1 + j]))
        hess[i, j] = hess[j, i] = h
    ok = rho > 1e-9  # farther out the contribution is negligible
    rho, grad, hess, tau = rho[ok], grad[:, ok], hess[:, :, ok], tau[ok]
    _, v, k = libxc.eval_xc(xc, input_rows(xc, rho, grad, tau),
                            spin=0, deriv=2)[:3]
    grad_sigma = 2 * np.einsum("ijn,jn->in", hess, grad)
    grad_f_sigma = k[1] * grad + k[2] * grad_sigma
    laplacian = np.einsum("iin->n", hess)
    pot = v[0] - 2 * ((grad_f_sigma * grad).sum(0) + v[1] * laplacian)
    chi = phi[0][ok]
    return chi.T @ ((weights[ok] * pot)[:, None] * chi)


# ---------- water: self-consistent calculation with the derived matrix -----
geometry = [["O", (0.0, 0.0, 0.0)], ["H", (0.0, 1.43, 1.11)],
            ["H", (0.0, -1.43, 1.11)]]
water = gto.M(atom=geometry, unit="Bohr", basis="6-31g", verbose=0)
grid, coords, weights = make_grid(water, 40, 194)
S = water.intor("int1e_ovlp")
h_core = water.intor("int1e_kin") + water.intor("int1e_nuc")
eri = water.intor("int2e")
n_occ = water.nelectron // 2
n_basis = water.nao_nr()


def coulomb(P):
    return np.einsum("ijkl,kl->ij", eri, P)


def total_energy(P):
    e_xc = xc_matrix(water, coords, weights, P, TPSS)[0]
    return (np.sum(P * (h_core + 0.5 * coulomb(P))) + e_xc
            + water.energy_nuc())


P = np.array(scf.hf.init_guess_by_minao(water))
s_val, s_vec = np.linalg.eigh(S)
S_inv_half = (s_vec / np.sqrt(s_val)) @ s_vec.T
focks, errors = [], []
for iteration in range(1, 51):
    F = h_core + coulomb(P) + xc_matrix(water, coords, weights, P, TPSS)[1]
    error = S_inv_half @ (F @ P @ S - S @ P @ F) @ S_inv_half
    residual = np.abs(error).max()
    if residual < 1e-7:
        break
    focks, errors = (focks + [F])[-8:], (errors + [error])[-8:]
    size = len(focks)
    B = -np.ones((size + 1, size + 1))
    B[-1, -1] = 0
    B[:size, :size] = [[np.sum(a * b) for b in errors] for a in errors]
    rhs = np.zeros(size + 1)
    rhs[-1] = -1
    mix = np.linalg.lstsq(B, rhs, rcond=None)[0][:size]
    orbital_energy, C = eigh(sum(c * f for c, f in zip(mix, focks)), S)
    P = 2 * C[:, :n_occ] @ C[:, :n_occ].T
assert residual < 1e-7
C = eigh(F, S)[1]
P = 2 * C[:, :n_occ] @ C[:, :n_occ].T
e_xc, V, electrons, _ = xc_matrix(water, coords, weights, P, TPSS)
e_total = total_energy(P)
assert abs(electrons - water.nelectron) < 1e-2

# separate implementation on the same grid
_, e_ref, V_ref = numint.NumInt().nr_rks(water, grid, TPSS, P)
diff_library = np.abs(V - V_ref).max()
assert diff_library < 1e-6 and abs(e_xc - e_ref) < 1e-6

# total energy is stationary under rotations of occupied into empty orbitals
V_rho_only = xc_matrix(water, coords, weights, P, TPSS, parts=(1, 0, 0))[1]
F_incomplete = C.T @ (h_core + coulomb(P) + V_rho_only) @ C
slope_full = slope_incomplete = 0.0
for _ in range(3):
    A = np.zeros((n_basis, n_basis))
    A[n_occ:, :n_occ] = rng.normal(size=(n_basis - n_occ, n_occ))
    A /= np.linalg.norm(A)
    step = 1e-4
    values = []
    for sign in (1, -1):
        C_rot = (C @ expm(sign * step * (A - A.T)))[:, :n_occ]
        values.append(total_energy(2 * C_rot @ C_rot.T))
    slope_full = max(slope_full, abs(values[0] - values[1]) / (2 * step))
    slope_incomplete = max(slope_incomplete, abs(4 * np.sum(A * F_incomplete)))
assert slope_full < 1e-5
assert slope_incomplete > 1e-3

# ---------- every element against finite differences, coarse grid ----------
_, xyz_c, w_c = make_grid(water, 15, 50)
phi_c = numint.eval_ao(water, xyz_c, deriv=1)
P_test = P + 0.05 * np.eye(n_basis)  # positive definite: small steps are safe
fd_step = 1e-4


def coarse_energy(P_any, xc):
    return w_c @ functional(xc, *densities(phi_c, P_any))[0]


fd_error = {}
fd_matrix = {}
for xc in (PBE, TPSS):
    V_fd = np.zeros_like(P)
    for i in range(n_basis):
        for j in range(i + 1):
            D = np.zeros_like(P)
            D[i, j] = D[j, i] = 1.0
            slope = (coarse_energy(P_test + fd_step * D, xc)
                     - coarse_energy(P_test - fd_step * D, xc)) / (2 * fd_step)
            V_fd[i, j] = V_fd[j, i] = slope / D.sum()
    V_c = xc_matrix(water, xyz_c, w_c, P_test, xc)[1]
    fd_matrix[xc] = V_fd
    fd_error[xc] = np.abs(V_c - V_fd).max()
    assert fd_error[xc] < 1e-6
potential_error = np.abs(potential_form_gga(water, xyz_c, w_c, P_test, PBE)
                         - fd_matrix[PBE]).max()
assert potential_error > 100 * fd_error[PBE]

# ---------- spin-resolved matrix for the alpha spin ------------------------
P_a, P_b = 0.5 * P_test, 0.25 * P_test + 0.05 * np.eye(n_basis)


def spin_evaluation(Pa, Pb, xc):
    da, db = densities(phi_c, Pa), densities(phi_c, Pb)
    rows = np.array([input_rows(xc, *da), input_rows(xc, *db)])
    e, v = libxc.eval_xc(xc, rows, spin=1, deriv=1)[:2]
    return w_c @ ((da[0] + db[0]) * e), v, da[1], db[1]


_, v_spin, grad_a, grad_b = spin_evaluation(P_a, P_b, TPSS)
vector = 2 * v_spin[1][:, 0] * grad_a + v_spin[1][:, 1] * grad_b
Z_a = np.empty_like(phi_c)
Z_a[0] = (0.5 * w_c * v_spin[0][:, 0])[:, None] * phi_c[0]
Z_a[0] += np.einsum("kn,knm->nm", w_c * vector, phi_c[1:])
Z_a[1:] = (0.25 * w_c * v_spin[3][:, 0])[None, :, None] * phi_c[1:]
half_a = np.einsum("knm,knl->ml", phi_c, Z_a)
V_a = half_a + half_a.T
spin_error = 0.0
for _ in range(5):
    D = rng.normal(size=P.shape)
    D = D + D.T
    D /= np.linalg.norm(D)
    slope = (spin_evaluation(P_a + fd_step * D, P_b, TPSS)[0]
             - spin_evaluation(P_a - fd_step * D, P_b, TPSS)[0]) / (2 * fd_step)
    spin_error = max(spin_error, abs(slope - np.sum(V_a * D)))
assert spin_error < 1e-6

# ---------- potential form approaches the derived form as grids grow -------
form_gap = []
for shape in ((20, 50), (40, 194), (70, 434)):
    _, xyz, w = make_grid(water, *shape)
    gap = np.abs(potential_form_gga(water, xyz, w, P, PBE)
                 - xc_matrix(water, xyz, w, P, PBE)[1]).max()
    form_gap.append((shape, len(w), gap))
assert form_gap[2][2] < 0.1 * form_gap[0][2]
assert form_gap[2][2] < 1e-3

# tau operator -(1/2) div(u grad) with a smooth multiplier u, finest grid
phi2 = numint.eval_ao(water, xyz, deriv=2)
u = np.exp(-0.3 * (xyz ** 2).sum(1))
grad_u = -0.6 * xyz.T * u
first_form = 0.5 * sum(phi2[k].T @ ((w * u)[:, None] * phi2[k])
                       for k in (1, 2, 3))
operator = np.einsum("kn,knm->nm", grad_u, phi2[1:4])
operator += u[:, None] * (phi2[4] + phi2[7] + phi2[9])
second_form = -0.5 * phi2[0].T @ (w[:, None] * operator)
tau_gap = np.abs(first_form - second_form).max() / np.abs(first_form).max()
assert tau_gap < 1e-4

# ---------- one matrix element, whole and at a single point ----------------
labels = [" ".join(s.split()) for s in water.ao_labels()]
mu = next(i for i, s in enumerate(labels) if "O 2pz" in s)
nu = next(i for i, s in enumerate(labels) if "H 1s" in s)
element_parts = [xc_matrix(water, coords, weights, P, TPSS, parts=p)[1][mu, nu]
                 for p in ((1, 0, 0), (0, 1, 0), (0, 0, 1))]
assert abs(sum(element_parts) - V[mu, nu]) < 1e-10

point = np.array([[0.0, 0.7, 0.5]])
phi_p = numint.eval_ao(water, point, deriv=1)
rho_p, grad_p, tau_p = densities(phi_p, P)
_, fr_p, fs_p, ft_p = functional(TPSS, rho_p, grad_p, tau_p)
product_gradient = np.zeros(3)
for k in range(3):
    shift = np.zeros((1, 3))
    shift[0, k] = 1e-4
    plus = numint.eval_ao(water, point + shift)[0]
    minus = numint.eval_ao(water, point - shift)[0]
    product_gradient[k] = (plus[mu] * plus[nu] - minus[mu] * minus[nu]) / 2e-4
point_parts = [fr_p[0] * phi_p[0, 0, mu] * phi_p[0, 0, nu],
               2 * fs_p[0] * grad_p[:, 0] @ product_gradient,
               0.5 * ft_p[0] * phi_p[1:, 0, mu] @ phi_p[1:, 0, nu]]
point_element = xc_matrix(water, point, np.ones(1), P, TPSS)[1][mu, nu]
assert abs(sum(point_parts) - point_element) < 1e-6
z_mu, z_nu = [0.5 * fr_p[0] * phi_p[0, 0, i]
              + 2 * fs_p[0] * grad_p[:, 0] @ phi_p[1:, 0, i] for i in (mu, nu)]

# ---------- batch screening in a row of H2 molecules -----------------------
chain_rows = []
for n_mol in (12, 24):
    atoms = [["H", (4.0 * i, 0.0, z)] for i in range(n_mol)
             for z in (-0.7, 0.7)]
    chain = gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)
    S_chain = chain.intor("int1e_ovlp")
    P_chain = np.zeros_like(S_chain)
    for i in range(n_mol):
        own = slice(4 * i, 4 * i + 4)
        P_chain[own, own] = 2.0 / S_chain[own, own].sum()
    _, xyz, w = make_grid(chain, 20, 50)
    order = np.argsort(xyz[:, 0])
    xyz, w = xyz[order], w[order]
    _, V_all, _, work_all = xc_matrix(chain, xyz, w, P_chain, TPSS, batch=500)
    _, V_cut, _, work_cut = xc_matrix(chain, xyz, w, P_chain, TPSS, batch=500,
                                      cutoff=1e-7)
    n_all = chain.nao_nr()
    work_dense = 4 * len(w) * n_all ** 2
    cut_error = np.abs(V_all - V_cut).max()
    assert cut_error < 1e-5
    chain_rows.append((n_mol, n_all, len(w), work_dense, work_cut,
                       np.sqrt(work_cut / (4 * len(w))), cut_error))
growth_dense = chain_rows[1][3] / chain_rows[0][3]
growth_cut = chain_rows[1][4] / chain_rows[0][4]
assert growth_cut < 3.0 < growth_dense

# ---------- output ---------------------------------------------------------
print("Water, TPSS, 6-31G; positions in bohr:")
for name, position in geometry:
    print(f"  {name} {position}")
print(f"basis functions {n_basis}, grid points {len(weights)} (40 x 194/atom)")
print(f"SCF iterations {iteration}, largest residual {residual:.1e} hartree")
print(f"total energy {e_total:.6f} hartree")
print(f"exchange-correlation energy {e_xc:.6f} hartree")
print(f"integrated electron number {electrons:.6f}")
print(f"max |V - PySCF matrix| {diff_library:.1e} hartree")
print(f"largest energy slope, 3 rotations {slope_full:.1e} hartree/rad")
print(f"slope from V with rho term only {slope_incomplete:.4f} hartree/rad")
print(f"Element between [{labels[mu]}] and [{labels[nu]}], hartree:")
for name, value in zip(("rho", "sigma", "tau"), element_parts):
    print(f"  {name} part {value:.6f}")
print(f"  sum {V[mu, nu]:.6f}")
print(f"Same element at the point {tuple(point[0].tolist())} bohr, w = 1, a.u.:")
print(f"  rho {rho_p[0]:.6f}, tau {tau_p[0]:.6f}")
print(f"  grad rho (y, z) {grad_p[1, 0]:.6f}, {grad_p[2, 0]:.6f}")
print(f"  f_rho {fr_p[0]:.6f}, f_sigma {fs_p[0]:.6f}, f_tau {ft_p[0]:.6f}")
for name, i in (("O 2pz", mu), ("H 1s", nu)):
    a = phi_p[:, 0, i]
    print(f"  {name}: chi {a[0]:.6f}, grad (y, z) {a[2]:.6f}, {a[3]:.6f}")
print(f"  Z0 of O 2pz {z_mu:.6f}, Z0 of H 1s {z_nu:.6f}")
print("  rho, sigma, tau parts " + ", ".join(f"{x:.6f}" for x in point_parts))
print(f"  from product plus transpose {point_element:.6f}")
print(f"Coarse grid, {len(w_c)} points, max deviation from finite differences:")
print(f"  PBE, product plus transpose {fd_error[PBE]:.1e} hartree")
print(f"  TPSS, product plus transpose {fd_error[TPSS]:.1e} hartree")
print(f"  PBE, potential form {potential_error:.1e} hartree")
print(f"  TPSS, alpha spin, 5 directions {spin_error:.1e} hartree")
print("PBE, max |potential form - product form|, hartree:")
for shape, count, gap in form_gap:
    print(f"  {shape[0]} x {shape[1]} per atom, {count} points: {gap:.1e}")
print(f"tau operator, two forms, relative gap {tau_gap:.1e}")
print("Row of H2, 4 bohr apart, bond 1.4 bohr, 6-31G, TPSS, cutoff 1e-7 a.u.:")
for n_mol, n_all, count, dense, cut, m_rms, err in chain_rows:
    print(f"  {n_mol} molecules: {n_all} functions, {count} points")
    print(f"    rms functions per batch {m_rms:.1f}, error {err:.1e} hartree")
    print(f"    multiplications: all {dense:.3e}, screened {cut:.3e}")
print(f"growth on doubling: all {growth_dense:.2f}, screened {growth_cut:.2f}")
print("finished without a failed check")
```

Running it gives:

```
Water, TPSS, 6-31G; positions in bohr:
  O (0.0, 0.0, 0.0)
  H (0.0, 1.43, 1.11)
  H (0.0, -1.43, 1.11)
basis functions 13, grid points 23276 (40 x 194/atom)
SCF iterations 9, largest residual 7.0e-10 hartree
total energy -76.388072 hartree
exchange-correlation energy -9.363604 hartree
integrated electron number 10.000000
max |V - PySCF matrix| 8.9e-16 hartree
largest energy slope, 3 rotations 5.4e-09 hartree/rad
slope from V with rho term only 0.0282 hartree/rad
Element between [0 O 2pz] and [1 H 1s], hartree:
  rho part -0.125865
  sigma part -0.007875
  tau part 0.001170
  sum -0.132570
Same element at the point (0.0, 0.7, 0.5) bohr, w = 1, a.u.:
  rho 0.554869, tau 0.681114
  grad rho (y, z) -0.688601, -0.467015
  f_rho -0.893457, f_sigma -0.007754, f_tau 0.014508
  O 2pz: chi 0.332649, grad (y, z) -0.775331, 0.111491
  H 1s: chi 0.260815, grad (y, z) 0.333942, 0.279048
  Z0 of O 2pz -0.156076, Z0 of H 1s -0.110927
  rho, sigma, tau parts -0.077516, -0.000090, -0.001652
  from product plus transpose -0.079259
Coarse grid, 2248 points, max deviation from finite differences:
  PBE, product plus transpose 3.6e-10 hartree
  TPSS, product plus transpose 6.3e-10 hartree
  PBE, potential form 1.1e-02 hartree
  TPSS, alpha spin, 5 directions 8.7e-11 hartree
PBE, max |potential form - product form|, hartree:
  20 x 50 per atom, 2998 points: 6.2e-03
  40 x 194 per atom, 23276 points: 1.5e-04
  70 x 434 per atom, 91106 points: 2.8e-07
tau operator, two forms, relative gap 1.1e-07
Row of H2, 4 bohr apart, bond 1.4 bohr, 6-31G, TPSS, cutoff 1e-7 a.u.:
  12 molecules: 48 functions, 23632 points
    rms functions per batch 15.4, error 3.4e-09 hartree
    multiplications: all 2.178e+08, screened 2.237e+07
  24 molecules: 96 functions, 47248 points
    rms functions per batch 15.9, error 2.3e-09 hartree
    multiplications: all 1.742e+09, screened 4.801e+07
growth on doubling: all 8.00, screened 2.15
finished without a failed check
```
